\section*{The King-Smith–Vanderbilt formula from the adiabatic current of an insulator}

\section{The cell dipole is not a bulk quantity}

Suppose the polarization of a crystal were defined as the dipole of one unit cell divided by its size. For a neutral one-dimensional crystal with period $a$ and charge density $\rho(x)$ this would be
\begin{equation}
P_{\rm cell}(x_0)=\frac1a\int_{x_0}^{x_0+a}x\,\rho(x)\,dx .
\end{equation}
Differentiating with respect to the cell boundary and using $\rho(x_0+a)=\rho(x_0)$ gives
\begin{equation}
\frac{dP_{\rm cell}}{dx_0}=\frac{(x_0+a)\rho(x_0+a)-x_0\rho(x_0)}{a}=\rho(x_0).
\end{equation}
The answer depends on where the cell is cut, so the cell dipole of the periodic density does not define a polarization. The current that flows while the crystal is changed is free of this defect. We therefore define the change of polarization by $dP/dt=j$, with $j$ the spatially averaged current.

\section{Assumptions and theorem}

Atomic units are used in the algebra, and the electron charge is $-1$. The electrons are independent, or move in a mean-field potential taken as a given function of $\lambda$, with $H(\lambda)=p^2/2+V_\lambda(x)$ and $V_\lambda(x+a)=V_\lambda(x)$. The potential is local and smooth in $x$ and $\lambda$. The period $a$ is fixed and there is no macroscopic electric field, so $k$ is conserved. For every $\lambda\in[0,1]$ a gap separates $N$ filled bands from the empty ones; each filled band holds $f=2$ electrons per cell. Filled bands may cross each other.

Write $\psi_{nk}=e^{ikx}u_{nk}$, with $u_{nk}$ cell-periodic and normalized over one cell, and
\begin{equation}
H_k=e^{-ikx}He^{ikx}=\tfrac12(p+k)^2+V_\lambda,\qquad \partial_kH_k=p+k .
\end{equation}
The last operator is the velocity. Let $G=2\pi/a$. For a smooth orthonormal frame $u_1,\dots,u_N$ of the filled space define
\begin{equation}
A_\alpha=i\sum_{n=1}^N\langle u_n|\partial_\alpha u_n\rangle,\qquad \alpha=k,\lambda .
\end{equation}
These are real, because $\langle u_n|u_n\rangle=1$ makes $\langle u_n|\partial_\alpha u_n\rangle$ imaginary. A gauge is called periodic if $\psi_{n,k+G}=\psi_{nk}$, that is,
\begin{equation}
u_{n,k+G}=e^{-iGx}u_{nk}.\label{per}
\end{equation}

\paragraph{Theorem.} Let $\lambda$ go from 0 to 1 in a time $T\to\infty$. In a gauge that is smooth on the rectangle $[k_0,k_0+G]\times[0,1]$ and periodic in $k$ at every $\lambda$,
\begin{equation}
\Delta P_{\rm el}=-\frac{f}{2\pi}(\phi_1-\phi_0),\qquad
\phi_\lambda=\int_{k_0}^{k_0+G}A_k(k,\lambda)\,dk .\label{ksv}
\end{equation}
Such a gauge exists. If periodic gauges are chosen independently at the two endpoints, the right side is determined modulo $f$.

\section{The adiabatic current}

\paragraph{Lemma 1.} Let $P$ project on the filled states at given $k$ and $\lambda$, and let $n$ and $m$ label filled and empty eigenstates. To first order in $\dot\lambda$ the velocity summed over filled bands is
\begin{equation}
v=\operatorname{Tr}(P\,\partial_kH_k)+2\dot\lambda\,\operatorname{Im}\sum_{nm}\langle n|\partial_kP|m\rangle\langle m|\partial_\lambda P|n\rangle .\label{vel}
\end{equation}

\emph{Proof.} The density matrix obeys $i\dot\rho=[H_k,\rho]$ and starts as $\rho=P$. Put $Q=1-P$. Differentiating $P^2=P$ gives $\dot PP+P\dot P=\dot P$, hence $P\dot PP=0$ and $Q\dot PQ=0$: the derivative connects filled with empty states only. Since $[H_k,P]=0$, the first correction can be defined by
\begin{equation}
i\dot P=[H_k,\rho_1],\qquad P\rho_1P=Q\rho_1Q=0 .
\end{equation}
Its matrix elements follow by division by the gap energies:
\begin{equation}
\langle m|\rho_1|n\rangle=\frac{i\dot\lambda\,\langle m|\partial_\lambda P|n\rangle}{E_m-E_n}.
\end{equation}
No difference between two filled energies appears, so crossings among filled bands do no harm. The derivative of $[H_k,P]=0$ with respect to $k$, taken between $\langle m|$ and $|n\rangle$, reads
\begin{equation}
\langle m|\partial_kH_k|n\rangle+(E_m-E_n)\langle m|\partial_kP|n\rangle=0 .\label{hf}
\end{equation}
Its complex conjugate is $\langle n|\partial_kH_k|m\rangle=-(E_m-E_n)\langle n|\partial_kP|m\rangle$. Therefore
\begin{align}
\operatorname{Tr}(\rho_1\partial_kH_k)
&=2\operatorname{Re}\sum_{nm}\langle n|\partial_kH_k|m\rangle\langle m|\rho_1|n\rangle\nonumber\\
&=2\operatorname{Re}\Big[-i\dot\lambda\sum_{nm}\langle n|\partial_kP|m\rangle\langle m|\partial_\lambda P|n\rangle\Big],
\end{align}
and $\operatorname{Re}(-iz)=\operatorname{Im}z$ gives the stated term. $\square$

\paragraph{Remark (the neglected terms).} Since $\dot\lambda\sim1/T$ acts for a time $T$, the first-order current transports a finite charge. The rest must be shown to vanish. Let the first two time derivatives of $\lambda$ vanish at the start. Define $\rho_2$ by $i\dot\rho_1=[H_k,\rho_2]$ between filled and empty states, and by $P\rho_2P=-P\rho_1^2P$, $Q\rho_2Q=Q\rho_1^2Q$. The same equation then holds in the diagonal blocks. Indeed, differentiating $P\rho_1P=0$ gives $P\dot\rho_1P=-P(\dot P\rho_1+\rho_1\dot P)P$, while
\begin{equation}
[H_k,\rho_1^2]=[H_k,\rho_1]\rho_1+\rho_1[H_k,\rho_1]=i(\dot P\rho_1+\rho_1\dot P);
\end{equation}
the $Q$ block works in the same way with both signs reversed. The remainder $\eta=\rho-P-\rho_1-\rho_2$ starts at zero and obeys $i\dot\eta=[H_k,\eta]-i\dot\rho_2$. Unitary evolution preserves its norm, so $\|\eta\|\le\int\|\dot\rho_2\|dt=O(T\cdot T^{-3})$. Both $\rho_2$ and $\eta$ are $O(T^{-2})$, and their contribution to the transported charge is $O(1/T)$. This bound treats the velocity as a bounded operator, as it is in a finite plane-wave basis; for the full kinetic operator we assume the same order.

\paragraph{Lemma 2.} The zeroth-order term in \eqref{vel} carries no net current.

\emph{Proof.} $\operatorname{Tr}(PH_k)=\sum_nE_n$. In its $k$ derivative, $\operatorname{Tr}[(\partial_kP)H_k]=0$, because $\partial_kP$ has no diagonal blocks and $H_k$ has no others. Hence $\operatorname{Tr}(P\partial_kH_k)=\partial_k\sum_nE_n$, which integrates to zero over a period of the band energies. $\square$

\section{From the current to a curvature}

\paragraph{Lemma 3.} With $\Omega=\partial_kA_\lambda-\partial_\lambda A_k$,
\begin{equation}
\frac{dP_{\rm el}}{d\lambda}=\frac{f}{2\pi}\int_{k_0}^{k_0+G}\Omega\,dk .\label{flux}
\end{equation}

\emph{Proof.} The sum in \eqref{vel} is $\operatorname{Tr}(P\,\partial_kP\,Q\,\partial_\lambda P)$, so the filled eigenstates may be replaced by any smooth frame $u_n$. From $P=\sum_n|u_n\rangle\langle u_n|$ and $Qu_n=0$ we get $Q(\partial_\lambda P)|u_n\rangle=Q|\partial_\lambda u_n\rangle$, and likewise for $k$. The sum becomes
\begin{equation}
\sum_n\langle\partial_ku_n|Q|\partial_\lambda u_n\rangle
=\sum_n\langle\partial_ku_n|\partial_\lambda u_n\rangle-\sum_{nn'}\langle\partial_ku_n|u_{n'}\rangle\langle u_{n'}|\partial_\lambda u_n\rangle .
\end{equation}
The last double sum is real. To see this, set $X_{n'n}=\langle u_{n'}|\partial_ku_n\rangle$ and $Y_{n'n}=\langle u_{n'}|\partial_\lambda u_n\rangle$. Orthonormality makes both anti-Hermitian, so the double sum is $\operatorname{Tr}(X^\dagger Y)=-\operatorname{Tr}(XY)$, and $(\operatorname{Tr}XY)^*=\operatorname{Tr}(Y^\dagger X^\dagger)=\operatorname{Tr}(YX)=\operatorname{Tr}(XY)$. It drops out of the imaginary part. On the other hand, the mixed second derivatives cancel in
\begin{equation}
\Omega=i\sum_n\big(\langle\partial_ku_n|\partial_\lambda u_n\rangle-\langle\partial_\lambda u_n|\partial_ku_n\rangle\big)
=-2\operatorname{Im}\sum_n\langle\partial_ku_n|\partial_\lambda u_n\rangle .
\end{equation}
The first-order velocity is thus $-\dot\lambda\,\Omega$. There are $dk/2\pi$ states per unit length and band, and the charge is $-1$, so $j=-f\int(dk/2\pi)(-\dot\lambda\,\Omega)$. Dividing by $\dot\lambda$ gives \eqref{flux}. $\square$

The duration has disappeared: in the adiabatic limit the transported charge depends on the path and not on the speed.

\section{Stokes' theorem and the periodic gauge}

\paragraph{Lemma 4.} A frame smooth on the rectangle and satisfying \eqref{per} between its two sides exists.

\emph{Proof.} Solve $\partial_kw=Kw$ with $K=[\partial_kP,P]$. Since $K$ is anti-Hermitian, orthonormality is preserved. Using $P(\partial_kP)P=0$,
\begin{equation}
[K,P]=(\partial_kP)P+P(\partial_kP)=\partial_kP ,
\end{equation}
so $\partial_k(Pw)=(\partial_kP+PK)w=K(Pw)$: a solution that starts in the filled space stays there. The same transport in $\lambda$ along $k=k_0$ supplies smooth initial frames. At the far side both $w(k_0+G,\lambda)$ and $e^{-iGx}w(k_0,\lambda)$ span the filled space, hence
\begin{equation}
w(k_0+G,\lambda)=e^{-iGx}w(k_0,\lambda)\,W(\lambda)
\end{equation}
with a smooth unitary $N\times N$ matrix $W$. Write $W(0)=e^{iL}$, $\theta=(k-k_0)/G$ and
\begin{equation}
S(\theta,\lambda)=e^{i\theta L}\,W(0)^{-1}W(\theta\lambda).
\end{equation}
Then $S=1$ at $\theta=0$ and $S=W(\lambda)$ at $\theta=1$. The frame $u=wS^{-1}$ is smooth and satisfies $u(k_0+G,\lambda)=e^{-iGx}u(k_0,\lambda)$. $\square$

\paragraph{Proof of the theorem.} Integrate \eqref{flux} over $\lambda$. The $k$ derivative is integrated over $k$ and the $\lambda$ derivative over $\lambda$, which is Stokes' theorem on the rectangle:
\begin{equation}
\Delta P_{\rm el}=\frac{f}{2\pi}\Big\{\int_0^1\big[A_\lambda(k_0+G,\lambda)-A_\lambda(k_0,\lambda)\big]d\lambda-(\phi_1-\phi_0)\Big\}.\label{edges}
\end{equation}
The factor $e^{-iGx}$ does not depend on $\lambda$, so in a periodic gauge
\begin{equation}
A_\lambda(k_0+G,\lambda)=i\sum_n\langle u_n|e^{iGx}e^{-iGx}|\partial_\lambda u_n\rangle_{k_0}=A_\lambda(k_0,\lambda).
\end{equation}
The side edges cancel and \eqref{ksv} remains.

For independent endpoint gauges, replace the frame at one endpoint by $uU(k)$, with $U$ unitary and $U(k_0+G)=U(k_0)$. Then $A_k$ changes by $i\operatorname{Tr}(U^\dagger\partial_kU)=i\,\partial_k\ln\det U$. With $\det U=e^{-i\beta}$ this is $\partial_k\beta$, and $\beta$ changes by $2\pi$ times an integer across the zone. Each $\phi$ is therefore fixed modulo $2\pi$, and $\Delta P_{\rm el}$ modulo $f$. $\square$

\paragraph{Remark (rigid translation).} Move the whole crystal by $s$. Then $\psi'_k(x)=\psi_k(x-s)$ is still periodic in $k$, and $u'_k(x)=e^{-iks}u_k(x-s)$ adds $s$ to $A_k$ for each band. Hence $\phi_1-\phi_0=2\pi Ns/a$ and $\Delta P_{\rm el}=-fNs/a$, the electron charge density times the displacement. The ions of a neutral crystal cancel it. At $s=a$ the Hamiltonian has returned to itself, yet $fN$ electrons have passed every point. Endpoint states cannot record this integer; the path does.

\paragraph{Remark (discrete form).} For neighbouring points, $\det\langle u_i(k_j)|u_l(k_{j+1})\rangle=1-iA_k\Delta k+O(\Delta k^2)$. Therefore
\begin{equation}
\phi=-\operatorname{Im}\ln\prod_j\det\langle u_i(k_j)|u_l(k_{j+1})\rangle \pmod{2\pi},\label{disc}
\end{equation}
in the limit of a fine mesh, with the last state set to $e^{-iGx}u(k_0)$. A unitary rotation at $k_j$ enters two neighbouring determinants with opposite phases and cancels, so eigenvectors with arbitrary phases suffice.

\section{Three dimensions}

Let $\mathbf k=\sum_i\kappa_i\mathbf b_i$ with $0\le\kappa_i\le1$, so that $d\mathbf k=(2\pi)^3d^3\kappa/\Omega_{\rm c}$ for cell volume $\Omega_{\rm c}$. The component of the current along $\mathbf b_1$ contains $\mathbf b_1\cdot\nabla_{\mathbf k}H=\partial_{\kappa_1}H$. The lemmas apply on each string of fixed $(\kappa_2,\kappa_3)$, with $\kappa_1$ in place of $k$, and give
\begin{equation}
\mathbf b_1\cdot\Delta\mathbf P_{\rm el}=-\frac{f}{\Omega_{\rm c}}\int_0^1\!\!\int_0^1(\phi_1-\phi_0)\,d\kappa_2\,d\kappa_3 .
\end{equation}
If one gauge is periodic in all three directions and smooth both over the whole zone and along the whole path, the three components combine into
\begin{equation}
\Delta\mathbf P_{\rm el}=-\frac{f}{(2\pi)^3}\int_{\rm BZ}\big[\mathbf A(\mathbf k,1)-\mathbf A(\mathbf k,0)\big]d\mathbf k .
\end{equation}
When the endpoints are treated separately, the branch of the difference $\phi_1-\phi_0$ must be continuous and periodic in $(\kappa_2,\kappa_3)$. Such a branch exists, because endpoints joined by a gapped path have the same Chern numbers, so their phases wind equally across the zone. Each phase separately has a continuous periodic branch when it does not wind, that is, when the Chern numbers of the filled bands vanish. One integer per direction is then left free. A shift of $\phi$ by $2\pi$ changes $\mathbf b_1\cdot\mathbf P$ by $2\pi f/\Omega_{\rm c}$, so the ambiguity is $f\mathbf R/\Omega_{\rm c}$ with $\mathbf R$ a lattice vector. Ions of charge $Z_s$ displaced by $\Delta\boldsymbol\tau_s$ add $\sum_sZ_s\Delta\boldsymbol\tau_s/\Omega_{\rm c}$.

The derivation fails if a filled and an empty band touch at some $\mathbf k$ on the path, since a denominator $E_m-E_n$ in $\rho_1$ then vanishes. If the gap closes only indirectly, $\rho_1$ stays finite, but the ground state no longer consists of $N$ filled bands. A macroscopic field or a changing lattice vector also lies outside it.

\section{A two-well chain}

Take $a=5$ Å and two attractive Gaussian wells per cell, $-D_s\exp[-(x-\tau_s)^2/2w^2]$, repeated periodically, with $w=0.5$ Å, $D_A=20$ eV and $D_B=12$ eV. Two bands are filled, and each ion has charge $+2$. Well A stays at $-1.0$ Å while B moves from 1.5 to 2.1 Å. Diagonalization in 21 plane waves gives a smallest sampled gap of 5.5 eV along the path. In one dimension $P$ has the unit $e$.

Equation \eqref{disc} with 400 $k$ points gives $\phi_0=0.62832$ and $\phi_1=1.45066$, each modulo $2\pi$. The endpoints alone leave a multiple of $f$ open; integrating the first-order current over $k$ and $\lambda$ shows that it is zero for these two branches, so
\begin{equation}
\Delta P_{\rm el}=-\frac{2\,(1.45066-0.62832)}{2\pi}\,e=-0.2618\,e .
\end{equation}
The ion contributes $2\times0.6/5=0.2400\,e$. The total is $-0.0218\,e$, or $a\,\Delta P=-0.109\,e$ Å. This is the integrated current times the period, not the change of the cut-dependent cell dipole of the first section. The electrons slightly overcompensate the ion.

The current can also be followed in time. The Schrödinger equation was propagated in short steps with $\lambda=s^3(10-15s+6s^2)$, $s=t/T$, and the velocity was integrated. A ramp of 1 fs transports $-0.2701\,e$, which differs by 3\% from the adiabatic value obtained by integrating the first-order current over $k$ and $\lambda$. For 4 and 16 fs the differences are about $10^{-5}\,e$ or less, comparable to the error of a coarse time step and $k$ mesh. The approach to the limit is not monotonic: with a finer step and mesh the difference oscillates in sign with $T$, and its size is about $4\times10^{-4}\,e$ at 3 fs, $9\times10^{-6}\,e$ at 4 fs, $3\times10^{-5}\,e$ at 6 fs and $1\times10^{-6}\,e$ at 16 fs. The small value at 4 fs is therefore partly accidental, and no power law is read from these few durations.

The role of the gauge shows in the four edges of \eqref{edges}, here with $k_0=-0.3\,G$. A smooth periodic gauge is obtained by projecting Gaussians $\exp[-(x-\tau_s)^2/2\sigma^2]$ with $\sigma=0.6$ Å, centred on the wells, onto the filled states and orthonormalizing symmetrically. Both side integrals are then 0.0939, and they cancel. The value itself depends on the gauge (0.0941 for $\sigma=0.5$ Å, 0.0913 for $\sigma=1$ Å); the cancellation does not. Now multiply one of the two states by $e^{-i\beta}$ with $\beta=0.8\,\lambda k/G$, which is smooth but not periodic. The end edges differ by $2.25066-0.62832=1.62234$, which alone would give $-0.516\,e$. The sides differ by $0.65394+0.14606=0.80000$, and all four edges together give
\begin{equation}
\Delta P_{\rm el}=\frac{2}{2\pi}(0.80000-1.62234)\,e=-0.2618\,e .
\end{equation}

Finally, let B travel the other way, by $-4.4$ Å through well A, to $-2.9$ Å. This is the same final crystal, since $-2.9=2.1-5$. The smallest sampled gap is 2.8 eV, and integrating the first-order current gives $\Delta P_{\rm el}=1.7382\,e$. The two paths differ by $1.7382+0.2618=2.0000\,e$, one quantum $f$. The ionic part is now $2\times(-4.4)/5=-1.7600\,e$, so the total is again $-0.0218\,e$. The extra electronic quantum, one electron pair per cell, offsets the extra displacement of an ion of charge $+2$ by one period. This cancellation is a property of the example, in which the path integer is one and the moved ion has charge $f$; in general the electronic parts of two such paths differ by a multiple of $f$, the ionic parts differ by the moved charge times the number of periods, and the two need not cancel.

Numbers in the example were calculated in double precision.
